# Ultrasoft phonon perturbations: changes of D and the translation test: a program that tests the result

```python
"""Bare perturbation of an ultrasoft pseudopotential when an atom moves.

Result under test: D_ij = D0_ij + integral(V_eff Q_ij) changes by
    integral(V_eff dQ_ij) + integral(dV_loc Q_ij) + integral(dV_Hxc Q_ij).
The first two terms are bare, the third is self-consistent. For a rigid
translation the three cancel; for one moving atom they do not.

Model: periodic line, two atoms A and B, two doubly occupied orbitals.
beta: projectors, Q: augmentation functions, q: their integrals,
S = 1 + sum q |beta><beta|, V_eff = V_loc + V_Hxc, v_xc = -a n^2.
Hartree atomic units. Derivatives are with respect to atomic position.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

L, N = 12.0, 96
h = L / N
x = h * np.arange(N)
R0 = np.array([5.0, 7.0])
DEPTH = np.array([3.0, 2.2])
Q11 = np.array([0.50, 0.15])
Q22 = np.array([0.30, 0.10])
DIPOLE = np.array([0.15, 0.05])
S_LOC, S_BETA, S_Q = 0.8, 0.6, 0.5
U0, KAPPA, A_XC = 1.0, 1.0, 0.05
D0 = np.array([np.diag([0.3, 0.2]), np.diag([0.3, 0.2])])
NOCC = 2
STEP = 0.01

k = 2 * np.pi * np.fft.fftfreq(N, h)
k_odd = k.copy()
k_odd[N // 2] = 0.0


def fourier_operator(multiplier):
    transformed = np.fft.fft(np.eye(N), axis=0)
    return np.fft.ifft(multiplier[:, None] * transformed, axis=0).real


KIN = fourier_operator(k**2 / 2)
KIN = (KIN + KIN.T) / 2
GRAD = fourier_operator(1j * k_odd)
HARTREE = fourier_operator(U0 / (1 + (k / KAPPA)**2))


def shape(center, width, power):
    """d^power * Gaussian (power 0 or 1), and its derivative in center."""
    d = (x - center + L / 2) % L - L / 2
    g = np.exp(-d**2 / (2 * width**2))
    return np.array([d**power * g, -(power - d**(power + 1) / width**2) * g])


def ions(R):
    """First index: 0 = function, 1 = derivative in the atomic position."""
    v = np.zeros((2, 2, N))
    b = np.zeros((2, 2, 2, N))
    Q = np.zeros((2, 2, 2, 2, N))
    for a in range(2):
        v[:, a] = -DEPTH[a] * shape(R[a], S_LOC, 0)
        root = np.sqrt(np.pi)
        b[:, a, 0] = shape(R[a], S_BETA, 0) / np.sqrt(root * S_BETA)
        b[:, a, 1] = shape(R[a], S_BETA, 1) / np.sqrt(root * S_BETA**3 / 2)
        even = shape(R[a], S_Q, 0) / (np.sqrt(2 * np.pi) * S_Q)
        odd = shape(R[a], S_Q, 1) / (np.sqrt(2 * np.pi) * S_Q**3)
        Q[:, a, 0, 0] = Q11[a] * even
        Q[:, a, 1, 1] = Q22[a] * even
        Q[:, a, 0, 1] = DIPOLE[a] * odd
        Q[:, a, 1, 0] = DIPOLE[a] * odd
    return v, b, Q


def nonlocal_matrix(coeff, left, right):
    return h * np.einsum('aij,aix,ajy->xy', coeff, left, right)


def scf(R, start=None):
    v, b, Q = ions(R)
    vloc = v[0].sum(axis=0)
    q = h * Q[0].sum(axis=-1)
    S = np.eye(N) + nonlocal_matrix(q, b[0], b[0])
    n = np.full(N, 2 * NOCC / L) if start is None else start.copy()
    for _ in range(600):
        vhxc = HARTREE @ n - A_XC * n**2
        veff = vloc + vhxc
        D = D0 + h * (Q[0] @ veff)
        H = KIN + np.diag(veff) + nonlocal_matrix(D, b[0], b[0])
        e, C = eigh((H + H.T) / 2, (S + S.T) / 2)
        C = C / np.sqrt(h)
        psi = C[:, :NOCC]
        P = h * np.einsum('aix,xv->aiv', b[0], psi)
        occ = 2 * np.einsum('aiv,ajv->aij', P, P)
        new = 2 * (psi**2).sum(axis=1) + np.einsum('aijx,aij->x', Q[0], occ)
        change = np.max(np.abs(new - n))
        if change < 1e-11:
            break
        n = n + 0.5 * (new - n)
    assert change < 1e-11, "self-consistency not reached"
    n = new
    energy = 2 * h * np.sum(psi * (KIN @ psi)) + np.sum(D0 * occ)
    energy += h * np.sum(n * (vloc + HARTREE @ n / 2 - A_XC * n**2 / 3))
    return SimpleNamespace(v=v, b=b, Q=Q, q=q, S=S, H=H, D=D, e=e, C=C, n=n,
                           veff=veff, vhxc=vhxc, occ=occ, energy=energy)


g = scf(R0)
P = h * np.einsum('aix,xm->aim', g.b[0], g.C)
dP = h * np.einsum('aix,xm->aim', g.b[1], g.C)
Po, dPo = P[:, :, :NOCC], dP[:, :, :NOCC]
plain = np.einsum('xm,xv->mvx', g.C, g.C[:, :NOCC])
rho = plain + np.einsum('aijx,aim,ajv->mvx', g.Q[0], P, Po, optimize=True)
den = g.e[None, :NOCC] - g.e[NOCC:, None]
KERNEL = HARTREE - 2 * A_XC * np.diag(g.n)


def respond(weights, keep):
    """Response to moving atoms by weights.

    keep = switches for the D changes from dQ, dV_loc and dV_Hxc.
    The density always keeps its full augmentation.
    """
    w = np.array(weights, dtype=float)
    w3 = w[:, None, None]
    dv = w @ g.v[1]
    from_dQ = w3 * h * (g.Q[1] @ g.veff)
    from_loc = h * (g.Q[0] @ dv)
    bare_D = keep[0] * from_dQ + keep[1] * from_loc

    def projector_change(coeff):
        t = np.einsum('aij,aim,ajn->mn', w3 * coeff, dP, P, optimize=True)
        return t + t.T

    dS = projector_change(g.q)
    dH = h * g.C.T @ (dv[:, None] * g.C) + projector_change(g.D)
    dH += np.einsum('aij,aim,ajn->mn', bare_D, P, P, optimize=True)
    M = dH[:, :NOCC] - dS[:, :NOCC] * g.e[:NOCC]
    source = 4 * np.einsum('cvx,cv->x', rho[NOCC:], M[NOCC:] / den)
    source -= 2 * np.einsum('wvx,wv->x', rho[:NOCC], dS[:NOCC, :NOCC])
    source += 2 * np.einsum('aijx,aiv,ajv->x', w3[..., None] * g.Q[1],
                            Po, Po, optimize=True)
    source += 4 * np.einsum('aijx,aiv,ajv->x', w3[..., None] * g.Q[0],
                            dPo, Po, optimize=True)
    felt = rho if keep[2] else plain
    left = (rho[NOCC:] / den[:, :, None]).reshape(-1, N)
    chi = 4 * h * left.T @ felt[NOCC:].reshape(-1, N)
    dn = np.linalg.solve(np.eye(N) - chi @ KERNEL, source)
    from_hxc = h * (g.Q[0] @ (KERNEL @ dn))
    return SimpleNamespace(dn=dn, dv=dv, from_dQ=from_dQ, from_loc=from_loc,
                           from_hxc=from_hxc, slope=2 * np.trace(M[:NOCC]))


def finite_difference(atom):
    total = [0.0, 0.0, 0.0]
    for shift, weight in ((-2, 1), (-1, -8), (1, 8), (2, -1)):
        R = R0.copy()
        R[atom] += shift * STEP
        s = scf(R, g.n)
        for i, value in enumerate((s.n, s.D, s.energy)):
            total[i] = total[i] + weight * value / (12 * STEP)
    return total


def error(value, reference):
    return np.max(np.abs(value - reference)) / np.max(np.abs(reference))


FULL, NO_D = (1, 1, 1), (0, 0, 0)
MOVES = ((1, 0), (0, 1))
assert abs(h * g.n.sum() - 2 * NOCC) < 1e-9
assert g.e[NOCC] - g.e[NOCC - 1] > 0.05

# One moving atom: linear response against displaced ground states.
single = [respond(m, FULL) for m in MOVES]
numeric = [finite_difference(a) for a in range(2)]
for r, (dn_fd, dD_fd, dE_fd) in zip(single, numeric):
    assert error(r.dn, dn_fd) < 5e-6
    assert np.max(np.abs(r.from_dQ + r.from_loc + r.from_hxc - dD_fd)) < 5e-6
    assert abs(r.slope - dE_fd) < 2e-6

# Rigid translation: density, operators and cancellation in D.
rigid = respond((1, 1), FULL)
dn_rigid = -GRAD @ g.n
assert error(rigid.dn, dn_rigid) < 1e-7
sum_D = rigid.from_dQ + rigid.from_loc + rigid.from_hxc
assert np.max(np.abs(sum_D)) < 1e-7
bare_rigid = rigid.from_dQ + rigid.from_loc
hxc_slope = h * (g.Q[0] @ (GRAD @ g.vhxc))
assert np.max(np.abs(bare_rigid - hxc_slope)) < 1e-7
psi = g.C[:, :NOCC]
half_H = nonlocal_matrix(g.D, g.b[1], g.b[0])
half_S = nonlocal_matrix(g.q, g.b[1], g.b[0])
dH_total = np.diag(rigid.dv + KERNEL @ rigid.dn) + half_H + half_H.T
dH_total += nonlocal_matrix(sum_D, g.b[0], g.b[0])
for change, operator in ((dH_total, g.H), (half_S + half_S.T, g.S)):
    commutator = GRAD @ (operator @ psi) - operator @ (GRAD @ psi)
    assert np.max(np.abs(change @ psi + commutator)) < 1e-6

# Net energy derivative with and without the D terms.
net_full = sum(r.slope for r in single)
naive = [respond(m, NO_D).slope for m in MOVES]
net_naive = sum(naive)
net_predicted = -np.sum(g.occ * hxc_slope)
assert abs(net_full) < 1e-7
assert abs(net_naive - net_predicted) < 1e-7
assert abs(net_naive) > 1e-3

# Incomplete perturbations.
variants = (("complete", FULL), ("no V_eff dQ", (0, 1, 1)),
            ("no dV_loc Q", (1, 0, 1)), ("no bare D terms", (0, 0, 1)),
            ("no D change at all", NO_D))
table = {}
for label, keep in variants:
    table[label] = (error(respond((1, 1), keep).dn, dn_rigid),
                    error(respond((1, 0), keep).dn, numeric[0][0]))
for label in ("no V_eff dQ", "no dV_loc Q", "no bare D terms"):
    assert min(table[label]) > 1e-3
assert table["no D change at all"][0] < 1e-7
assert table["no D change at all"][1] > 1e-3

print(f"cell {L:.1f} bohr, {N} grid points, {2 * NOCC} electrons")
print(f"positions A, B: {R0[0]:.1f}, {R0[1]:.1f} bohr")
print(f"local well depths A, B: {DEPTH[0]:.1f}, {DEPTH[1]:.1f} Ha")
print(f"widths V_loc, beta, Q: {S_LOC}, {S_BETA}, {S_Q} bohr")
print(f"q_11 of A, B: {Q11[0]:.2f}, {Q11[1]:.2f}")
print(f"q_22 of A, B: {Q22[0]:.2f}, {Q22[1]:.2f}")
print(f"dipole of Q_12, A, B: {DIPOLE[0]:.2f}, {DIPOLE[1]:.2f} bohr")
print(f"D0_11, D0_22 (both atoms): {D0[0, 0, 0]}, {D0[0, 1, 1]} Ha")
print(f"Hartree kernel u0/(1+(G/kappa)^2): u0 = {U0} Ha bohr")
print(f"kappa = {KAPPA} 1/bohr; v_xc = -a n^2, a = {A_XC} Ha bohr^2")
print(f"finite-difference step: {STEP} bohr")
print("lowest three levels: " + ", ".join(f"{v:.5f}" for v in g.e[:3]) + " Ha")
print(f"gap: {g.e[NOCC] - g.e[NOCC - 1]:.5f} Ha")
print(f"D_11 of A, B: {g.D[0, 0, 0]:.5f}, {g.D[1, 0, 0]:.5f} Ha")
print("dD_11/dR in Ha/bohr: V_eff dQ, dV_loc Q, dV_Hxc Q, sum")
for name, r in (("rigid", rigid), ("A moves", single[0])):
    for a, atom in enumerate("AB"):
        parts = [t[a, 0, 0] for t in (r.from_dQ, r.from_loc, r.from_hxc)]
        total = sum(parts)
        total = 0.0 if abs(total) < 5e-7 else total
        print(f"  {name}, D of {atom}: "
              + ", ".join(f"{p + 0.0:.6f}" for p in parts) + f", {total:.6f}")
print("finite difference, A moves, dD_11/dR of A, B: "
      f"{numeric[0][1][0, 0, 0]:.6f}, {numeric[0][1][1, 0, 0]:.6f} Ha/bohr")
print("max density-response error / max response: rigid, A moves")
for label, (err_rigid, err_single) in table.items():
    print(f"  {label}: {err_rigid:.2e}, {err_single:.2e}")
print("electronic dE/dR of A, B in Ha/bohr")
print(f"  complete: {single[0].slope:.6f}, {single[1].slope:.6f}")
print(f"  finite difference: {numeric[0][2]:.6f}, {numeric[1][2]:.6f}")
print(f"  without D terms: {naive[0]:.6f}, {naive[1]:.6f}")
print(f"net dE/dR, complete: {abs(net_full):.1e} Ha/bohr (magnitude)")
print(f"net dE/dR, without D terms: {net_naive:.6f} Ha/bohr")
print(f"net dE/dR predicted from V_Hxc slope: {net_predicted:.6f} Ha/bohr")
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
print("false net force, without D terms: "
      f"{-net_naive * hartree_ev / bohr_angstrom:.4f} eV/angstrom")
print("all tests passed")
```

It prints:

```
cell 12.0 bohr, 96 grid points, 4 electrons
positions A, B: 5.0, 7.0 bohr
local well depths A, B: 3.0, 2.2 Ha
widths V_loc, beta, Q: 0.8, 0.6, 0.5 bohr
q_11 of A, B: 0.50, 0.15
q_22 of A, B: 0.30, 0.10
dipole of Q_12, A, B: 0.15, 0.05 bohr
D0_11, D0_22 (both atoms): 0.3, 0.2 Ha
Hartree kernel u0/(1+(G/kappa)^2): u0 = 1.0 Ha bohr
kappa = 1.0 1/bohr; v_xc = -a n^2, a = 0.05 Ha bohr^2
finite-difference step: 0.01 bohr
lowest three levels: -1.51502, -0.83452, -0.21687 Ha
gap: 0.61765 Ha
D_11 of A, B: -0.68411, 0.07686 Ha
dD_11/dR in Ha/bohr: V_eff dQ, dV_loc Q, dV_Hxc Q, sum
  rigid, D of A: -0.151060, 0.221557, -0.070497, 0.000000
  rigid, D of B: 0.057576, -0.090637, 0.033061, 0.000000
  A moves, D of A: -0.151060, -0.000000, 0.012122, -0.138938
  A moves, D of B: 0.000000, -0.090637, 0.023001, -0.067636
finite difference, A moves, dD_11/dR of A, B: -0.138938, -0.067636 Ha/bohr
max density-response error / max response: rigid, A moves
  complete: 4.99e-12, 3.77e-08
  no V_eff dQ: 1.43e-01, 1.37e-01
  no dV_loc Q: 1.69e-01, 1.85e-01
  no bare D terms: 2.64e-02, 5.96e-02
  no D change at all: 4.98e-12, 4.60e-02
electronic dE/dR of A, B in Ha/bohr
  complete: -1.341840, 1.341840
  finite difference: -1.341840, 1.341840
  without D terms: -0.965739, 0.901292
net dE/dR, complete: 1.2e-13 Ha/bohr (magnitude)
net dE/dR, without D terms: -0.064447 Ha/bohr
net dE/dR predicted from V_Hxc slope: -0.064447 Ha/bohr
false net force, without D terms: 3.3140 eV/angstrom
all tests passed
```
